# Vacuum collapse and revival in the Rabi model without atomic splitting

**Question**

I am stuck on an exercise about ultrastrong coupling. A two-level atom sits in a single-mode cavity and is described by the Rabi Hamiltonian

\[
H=\hbar\omega\,a^\dagger a+\frac{\hbar\Delta}{2}\sigma_z+\hbar g\,\sigma_x(a+a^\dagger).
\]

The atomic splitting \(\Delta\) is set to zero. The system starts with no photons, and I should show that the probability of finding it in its initial state collapses and then revives fully with period \(2\pi/\omega\).

In the rotating-wave approximation the state \(|g,0\rangle\) does nothing at all. With the full coupling, short-time perturbation theory gives me a return probability \(1-g^2t^2\), so the state does leave. But then the coupling can create a second photon, a third, and so on up an infinite ladder. Why should everything come back? Why does the period not contain \(g\)? And does "collapse" mean that the probability reaches zero?

**Answer**

Your short-time result is right, and the ladder can be summed in closed form. At \(\Delta=0\) the atom can be removed from the problem, which leaves a harmonic oscillator pushed by a constant force.

I take \(g>0\), drop the zero-point energy, and use your Hamiltonian as it stands, with no losses and no diamagnetic term. The initial state is \(|\chi,0\rangle\), where \(\chi\) is any normalized atomic state. I write \(\beta=g/\omega\).

**Removing the atom**

With \(\Delta=0\) the only atomic operator left in \(H\) is \(\sigma_x\), so \(\sigma_x\) is conserved. Its eigenstates are \(|\pm\rangle=(|e\rangle\pm|g\rangle)/\sqrt2\), with eigenvalues \(s=\pm1\). If the atom is in one of them, it stays there and the field evolves under

\[
\frac{H_s}{\hbar}=\omega\,a^\dagger a+s g\,(a+a^\dagger).
\]

**Solving for the field**

Try the state

\[
|\phi_s(t)\rangle=c(t)\,e^{\alpha(t)a^\dagger}|0\rangle,\qquad \alpha(0)=0,\quad c(0)=1 .
\]

Since \([a,(a^\dagger)^n]=n(a^\dagger)^{n-1}\) and \(a|0\rangle=0\), the operator \(a\) acts on a power series in \(a^\dagger\) like a derivative. Therefore \(a\,e^{\alpha a^\dagger}|0\rangle=\alpha\,e^{\alpha a^\dagger}|0\rangle\). The two sides of the Schrödinger equation become

\[
i\frac{d}{dt}|\phi_s\rangle=i\left(\dot c+c\,\dot\alpha\,a^\dagger\right)e^{\alpha a^\dagger}|0\rangle,
\]

\[
\frac{H_s}{\hbar}|\phi_s\rangle=c\left[\omega\alpha\,a^\dagger+sg(\alpha+a^\dagger)\right]e^{\alpha a^\dagger}|0\rangle .
\]

They agree if the terms with \(a^\dagger\) match and the terms without it match:

\[
i\dot\alpha=\omega\alpha+sg,\qquad i\dot c=sg\,\alpha\,c .
\]

The first equation has the constant solution \(\alpha=-s\beta\), to which we may add any multiple of \(e^{-i\omega t}\). The condition \(\alpha(0)=0\) fixes that multiple:

\[
\alpha_s(t)=-s\beta\left(1-e^{-i\omega t}\right).
\]

Insert this in the second equation. The sign \(s\) then appears squared and disappears:

\[
\frac{\dot c}{c}=-isg\,\alpha_s=ig\beta\left(1-e^{-i\omega t}\right).
\]

Integrate from 0 to \(t\), using \(\int_0^t e^{-i\omega t'}dt'=(1-e^{-i\omega t})/(i\omega)\) and \(g\beta=\beta^2\omega\):

\[
c(t)=\exp\left[i\beta^2\omega t-\beta^2\left(1-e^{-i\omega t}\right)\right].
\]

**The return probability**

Expand the atomic state as \(|\chi\rangle=\chi_+|+\rangle+\chi_-|-\rangle\). Then \(|\psi(t)\rangle=\sum_s\chi_s|s\rangle|\phi_s(t)\rangle\). Only the first term of the exponential series overlaps the vacuum, so \(\langle0|\phi_s\rangle=c\) in both sectors, and

\[
\langle\chi,0|\psi(t)\rangle=\left(|\chi_+|^2+|\chi_-|^2\right)c(t)=c(t).
\]

The squared modulus keeps twice the real part of the exponent. With \(1-\cos\omega t=2\sin^2(\omega t/2)\),

\[
P(t)=|c(t)|^2=e^{-2\beta^2(1-\cos\omega t)}
=\exp\left[-\frac{4g^2}{\omega^2}\sin^2\frac{\omega t}{2}\right].
\]

This holds for every initial atomic state. At \(T=2\pi/\omega\) we have \(\alpha_s=0\) and \(c=e^{2\pi i\beta^2}\) in both sectors, so the whole atom-field state has returned, up to a global phase. Between 0 and \(T\) the sine is nonzero and \(P<1\), so \(T\) is the smallest period.

The answer to your last question is no: the minimum, at \(t=T/2\), is \(e^{-4g^2/\omega^2}\), which is never zero and is small only when \(g\) is comparable to \(\omega\) or larger. For \(g\ll\omega\) there is hardly a collapse at all, since then \(P\approx1-4\beta^2\sin^2(\omega t/2)\).

**Why the ladder comes back, and why \(g\) is absent from the period**

Complete the square with \(b=a+s\beta\), which obeys the same commutation relation as \(a\):

\[
\frac{H_s}{\hbar}=\omega\,b^\dagger b-\omega\beta^2 .
\]

The levels are \(\hbar(n\omega-g^2/\omega)\), one copy for each \(s\). The coupling lowers them all by the same amount and leaves their spacing at \(\hbar\omega\).

The bare vacuum is not one of these eigenstates. It satisfies \(b|0\rangle=s\beta|0\rangle\), so it is a coherent state of the shifted oscillator, with Poisson weights \(e^{-\beta^2}\beta^{2n}/n!\) on the levels. Hence

\[
c(t)=e^{i\beta^2\omega t}\sum_{n=0}^{\infty}e^{-\beta^2}\frac{\beta^{2n}}{n!}\,e^{-in\omega t},
\]

which sums to the result above. The coupling decides how many levels take part, and so how deep the collapse is. The equal spacing decides when the phases realign: at \(t=T\) every factor \(e^{-in\omega t}\) equals 1. This rests on the coupling being linear in \(a+a^\dagger\). A diamagnetic term \(\hbar D(a+a^\dagger)^2\) would change the spacing to \(\hbar\sqrt{\omega^2+4\omega D}\), and if \(D\) grows with \(g^2\) the revival period then depends on the coupling.

**Photons, energy and the atom**

The state \(|\phi_s\rangle\) is a coherent state, with mean photon number

\[
\bar n(t)=|\alpha_s|^2=\beta^2\left|1-e^{-i\omega t}\right|^2=4\beta^2\sin^2\frac{\omega t}{2}.
\]

So \(P=e^{-\bar n}\), the Poisson probability of finding no photon.

The energy for these photons comes from the interaction. The initial mean energy is zero, because \(a+a^\dagger\) has no expectation value in the vacuum. It stays zero, so the mean interaction energy must be \(-\hbar\omega\bar n(t)\).

The contrast with the rotating-wave approximation comes from the terms it drops. That approximation keeps only \(\sigma_+a+\sigma_-a^\dagger\), where \(\sigma_+\) raises the atom from \(g\) to \(e\) and \(\sigma_-\) lowers it. Both terms give zero on \(|g,0\rangle\). The departure from \(|g,0\rangle\) starts with the discarded term \(\sigma_+a^\dagger\). At \(\Delta=0\) the approximation has no range of validity, however small \(g\) is: the kept terms oscillate at \(\omega-\Delta\) and the dropped ones at \(\omega+\Delta\), and here the two frequencies are equal.

If the atom starts in \(g\), then \(|g\rangle=(|+\rangle-|-\rangle)/\sqrt2\), and the two parts push the field in opposite directions. Since \(\sigma_z\) exchanges \(|+\rangle\) and \(|-\rangle\), its mean value measures the overlap of the two field states:

\[
\langle\sigma_z\rangle=-\mathrm{Re}\,\langle\phi_+|\phi_-\rangle
=-|c|^2e^{\alpha_+^*\alpha_-}=-P\,e^{-\bar n}=-P^2 .
\]

Here \(\alpha_-=-\alpha_+\) was used. Near \(T/2\) at strong coupling \(\langle\sigma_z\rangle\) is almost zero because atom and field are entangled. At \(T\) the two field states coincide again and \(\langle\sigma_z\rangle=-1\).

**Your short-time result**

For \(\omega t\ll1\) replace the sine by its argument:

\[
P(t)\approx e^{-g^2t^2}\approx1-g^2t^2,
\]

where the last step also needs \(gt\ll1\). Your parabola is the start of this curve. If \(g\gg\omega\), the initial collapse is a Gaussian of duration about \(1/g\), much shorter than \(T\). The coupling sets the collapse time in that regime, while the mode frequency sets the revival time.

**Numbers**

Take the round model values \(\omega/2\pi=50\) THz and \(g=\omega\), with the atom starting in \(g\). The period is \(T=1/(50\ \text{THz})=20\) fs and the photon energy is \(\hbar\omega=0.2068\) eV.

- At \(t=T/4=5\) fs, \(\sin^2(\pi/4)=1/2\). This gives \(\bar n=2\) and \(P=e^{-2}=0.135\).
- At \(t=T/2=10\) fs, \(\bar n=4\) and \(P=e^{-4}=0.0183\). The field holds \(4\times0.2068=0.827\) eV, balanced by an interaction energy of \(-0.827\) eV. The inversion is \(\langle\sigma_z\rangle=-P^2=-0.0003\).
- At \(t=T=20\) fs, \(P=1\) and \(\bar n=0\).

Setting \(P=1/2\) gives \(4\beta^2\sin^2(\omega t/2)=\ln2\), so the first crossing is at

\[
t_{1/2}=\frac{2}{\omega}\arcsin\frac{\sqrt{\ln2}}{2\beta}=2.73\ \text{fs}.
\]

It exists only if \(2\beta\ge\sqrt{\ln2}\), that is \(g\ge0.416\,\omega\). The minimum of \(P\) shows how strongly the depth depends on coupling: it is 0.961 for \(g/\omega=0.1\), 0.368 for 0.5, and 0.00012 for 1.5.

The numerical output below this answer comes from diagonalizing the full atom-field matrix in a truncated photon basis. It agrees with the formula for \(P\) at every time listed.

**What if the splitting is small but not zero?**

Then \(\sigma_x\) is no longer conserved and the argument above fails, but the damage after one period can be bounded. Let \(\psi\) evolve with \(\Delta>0\) and \(\psi_0\) with \(\Delta=0\), from the same initial state. Their difference \(\delta=\psi-\psi_0\) obeys

\[
\dot\delta=-\frac{i}{\hbar}H\delta-\frac{i\Delta}{2}\sigma_z\psi_0 .
\]

The first term does not change the norm, because \(H\) is Hermitian. The second has norm \(\Delta/2\), because \(\sigma_z\) preserves length. Hence \(\|\delta(t)\|\le\Delta t/2\), and \(\|\delta(T)\|\le\pi\Delta/\omega\).

At \(T\), \(\psi_0\) is the initial state times a phase, so \(|\langle\psi_0|\psi\rangle|=\sqrt{P(T)}\). Then

\[
\|\delta\|^2=2-2\,\mathrm{Re}\langle\psi_0|\psi\rangle\ge2\left(1-\sqrt{P}\right)\ge\left(1+\sqrt P\right)\left(1-\sqrt P\right)=1-P,
\]

and therefore

\[
1-P(T)\le\left(\frac{\pi\Delta}{\omega}\right)^2 .
\]

This says something only for \(\Delta<\omega/\pi\), and the actual loss can be much smaller. For \(g=\omega\) and \(\Delta=0.1\,\omega\) the computed loss is 0.0034, while the bound is 0.099. Doubling the splitting to \(0.2\,\omega\) raises the loss to 0.0131, nearly four times as much, close to quadratic growth. In this example (\(g=\omega\), atom starting in \(g\)) the revival at \(T\) is incomplete at each nonzero splitting computed, while the bound guarantees for any coupling that a splitting \(\Delta\ll\omega/\pi\) leaves the first revival nearly complete.

## Calculated quantities

```
mode frequency omega/2pi = 50.0 THz
angular frequency omega = 3.14159e+14 rad/s
coupling g = 3.14159e+14 rad/s, g/omega = 1.00
photon energy = 3.31304e-20 J = 0.20678 eV
revival period T = 20.0000 fs = 2.0000e-14 s
first time with P = 1/2: 2.7333 fs
Computed evolution for g/omega = 1, atom starts in g:
t/T    t (fs)   P computed  P formula  photons  <sigma_z>
0.000    0.00  1.000000    1.000000   0.0000   -1.000000
0.125    2.50  0.556668    0.556668   0.5858   -0.309879
0.250    5.00  0.135335    0.135335   2.0000   -0.018316
0.500   10.00  0.018316    0.018316   4.0000   -0.000335
0.750   15.00  0.135335    0.135335   2.0000   -0.018316
0.875   17.50  0.556668    0.556668   0.5858   -0.309879
1.000   20.00  1.000000    1.000000   0.0000   -1.000000
at T/2: field energy = 0.82713 eV
at T/2: interaction energy = -0.82713 eV
Computed minimum of P, at t = T/2:
g/omega = 0.1: P(T/2) = 0.960789
g/omega = 0.5: P(T/2) = 0.367879
g/omega = 1.0: P(T/2) = 0.018316
g/omega = 1.5: P(T/2) = 0.000123
Revival defect 1 - P(T) for g/omega = 1, splitting Delta:
Delta/omega = 0.01: defect = 0.000034, bound = 0.000987
Delta/omega = 0.05: defect = 0.000845, bound = 0.024674
Delta/omega = 0.10: defect = 0.003360, bound = 0.098696
Delta/omega = 0.20: defect = 0.013144, bound = 0.394784
```
